**Weak-coupling limit of a ten-phonon capture rate**

For a carrier in a fixed electronic state and one weakly coupled mode, the program tests the result rate(T)/rate(0) → (1+n)^p as S → 0. Here S is the Huang-Rhys factor, n the Bose occupation of the mode and p the net number of phonons emitted. Overlaps are integrated numerically from shifted oscillator wavefunctions and compared with the finite sum for the matrix element, its upper bound, the limit with its first correction −2nS, and the rate shares of the lowest levels. Further assertions cover a matrix element linear in the mode coordinate, the ratio of the nine- and ten-phonon rates, the closed form of the thermal-carrier estimate, and the leading-order formula for two modes. For ten phonons of 60 meV, the output gives a rise of 2.81 between 0 and 300 K in the limit, and 2.75 at S = 0.1. At stronger coupling the rise varies non-monotonically with S and drops below one at S = 10. Rough estimates show that carrier motion, a shift in trap depth or a stiffer vibration can each change the temperature dependence by a factor of roughly two to five.

## Verification by program

```python
# Result under test: for a weakly coupled trap, the p-phonon capture rate from
# a fixed electronic state obeys rate(T)/rate(0) -> (1+n)^p as S -> 0.
# S: Huang-Rhys factor; n: Bose occupation of the mode; p: net phonons emitted;
# q = exp(-phonon energy / kT). Overlaps are integrated from the displaced
# oscillator wavefunctions, so they do not rely on the derived formulas.
import numpy as np
from math import comb, factorial, exp, sqrt, pi
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad
from scipy.special import gammaln, digamma

PHONON = 60.0          # meV
P = 10                 # phonons emitted
T_ROOM = 300.0         # K
S_EX = 0.1             # weak coupling of the example
STIFF = 120.0          # meV, rough oxide stretching vibration
S_STIFF = 0.01         # its assumed coupling
DEPTH_SHIFT = 20.0     # meV, rough decrease of trap depth on warming
N_INITIAL = 31         # initial oscillator levels kept
N_LEVELS = 45          # all oscillator levels kept


def thermal_energy(temperature):
    return 1000.0 * k_boltzmann * temperature / e_charge   # meV


def boltzmann(energy, temperature):
    if temperature == 0:
        return 0.0
    return exp(-energy / thermal_energy(temperature))


def occupation(energy, temperature):
    q = boltzmann(energy, temperature)
    return q / (1.0 - q)


def oscillator_functions(x):
    phi = np.zeros((N_LEVELS, len(x)))
    phi[0] = pi ** -0.25 * np.exp(-x * x / 2)
    phi[1] = sqrt(2.0) * x * phi[0]
    for j in range(1, N_LEVELS - 1):
        phi[j + 1] = (sqrt(2.0 / (j + 1)) * x * phi[j]
                      - sqrt(j / (j + 1)) * phi[j - 1])
    return phi


GRID = np.linspace(-22.0, 28.0, 2501)
STEP = GRID[1] - GRID[0]
INITIAL = oscillator_functions(GRID)


def overlaps(S, linear=False):
    # element [f, i]: displaced final level f with initial level i
    final = oscillator_functions(GRID - sqrt(2.0 * S))
    weight = GRID if linear else np.ones_like(GRID)
    return STEP * (final * weight) @ INITIAL.T


def level_terms(matrix, p, energy, temperature):
    q = boltzmann(energy, temperature)
    return np.array([(1 - q) * q ** i * matrix[i + p, i] ** 2
                     if i + p >= 0 else 0.0 for i in range(N_INITIAL)])


def line_factor(matrix, p, energy, temperature):
    return level_terms(matrix, p, energy, temperature).sum()


def rise(matrix, temperature):
    return (line_factor(matrix, P, PHONON, temperature)
            / line_factor(matrix, P, PHONON, 0))


kT = thermal_energy(T_ROOM)
q = boltzmann(PHONON, T_ROOM)
n = occupation(PHONON, T_ROOM)
limit = (1 + n) ** P
assert abs(limit - 2.8) < 0.05

# Finite sum for the matrix element, and the bound that permits the limit
for S in (0.1, 1.0):
    matrix = overlaps(S)
    for m in range(N_INITIAL):
        series = sum((-S) ** j / (factorial(j) * factorial(P + j)
                     * factorial(m - j)) for j in range(m + 1))
        element = (exp(-S / 2) * S ** (P / 2) * series
                   * sqrt(factorial(m) * factorial(m + P)))
        assert abs(abs(matrix[m + P, m]) - abs(element)) < 1e-11
        bound = (exp(-S) * S ** P / factorial(P) * comb(m + P, P)
                 * exp(4 * sqrt(m * S)))
        assert matrix[m + P, m] ** 2 <= bound * (1 + 1e-5)

# Approach to the limit, including the first correction in S
for S in (0.2, 0.1, 0.05):
    deviation = rise(overlaps(S), T_ROOM) / limit - 1
    assert abs(deviation + 2 * n * S) < 0.1 * S ** 2

# Shares of the initial levels in the room-temperature rate
terms = level_terms(overlaps(0.05), P, PHONON, T_ROOM)
shares = [comb(m + P, P) * q ** m * (1 - q) ** (P + 1) for m in range(5)]
for m in range(5):
    assert abs(terms[m] / terms.sum() - shares[m]) < 0.01

# Electronic matrix element linear in the mode coordinate: same limit,
# with a remaining correction of order n*S
linear_rise = rise(overlaps(0.05, linear=True), T_ROOM)
assert abs(linear_rise / limit - 1) < 0.03

# Ratio of neighbouring phonon orders
weak = overlaps(S_EX)
order_ratio = (line_factor(weak, P - 1, PHONON, T_ROOM)
               / line_factor(weak, P, PHONON, T_ROOM))
assert abs(order_ratio * S_EX * (1 + n) / P - 1) < 1e-3


# Rough continuation to non-integer phonon number, for energy shifts
def relative_rate(extra_phonons):
    return exp(extra_phonons * np.log(S_EX * (1 + n))
               - gammaln(P + extra_phonons + 1) + gammaln(P + 1))


carrier_factor = 2 / sqrt(pi) * quad(
    lambda u: sqrt(u) * exp(-u) * relative_rate(u * kT / PHONON), 0, 40)[0]
slope = digamma(P + 1) - np.log(S_EX * (1 + n))
carrier_closed = (1 + slope * kT / PHONON) ** -1.5
assert abs(carrier_factor / carrier_closed - 1) < 0.02
depth_factor = relative_rate(-DEPTH_SHIFT / PHONON)

# A second, stiffer mode: convolution of the two integrated line factors
stiff = overlaps(S_STIFF)


def two_mode(temperature):
    return sum(line_factor(weak, P - 2 * j, PHONON, temperature)
               * line_factor(stiff, j, STIFF, temperature)
               for j in range(-1, 7))


def two_mode_leading(temperature):
    a = S_EX * (1 + occupation(PHONON, temperature))
    b = S_STIFF * (1 + occupation(STIFF, temperature))
    return sum(a ** (P - 2 * j) / factorial(P - 2 * j)
               * b ** j / factorial(j) for j in range(P // 2 + 1))


n_stiff = occupation(STIFF, T_ROOM)
two_rise = two_mode(T_ROOM) / two_mode(0)
leading_rise = two_mode_leading(T_ROOM) / two_mode_leading(0)
first_order = 1 - 2 * n * S_EX - 2 * n_stiff * S_STIFF
assert abs(two_rise / (leading_rise * first_order) - 1) < 0.003
two_gain = two_mode(0) / line_factor(weak, P, PHONON, 0)

print(f"phonon energy: {PHONON:.0f} meV; phonons emitted: {P}")
print(f"trap depth: {P * PHONON:.0f} meV")
print(f"temperature: {T_ROOM:.0f} K; kT: {kT:.3f} meV")
print(f"phonon energy / kT: {PHONON / kT:.4f}")
print(f"Boltzmann factor q: {q:.5f}")
print(f"Bose occupation n: {n:.5f}")
print(f"rise 0 to 300 K, limit S -> 0: {limit:.4f}")
print(f"example coupling S: {S_EX}")
print(f"first correction 2nS: {2 * n * S_EX:.5f}")
print("temperature (K), rise for S -> 0, integrated rise for S = 0.1:")
for temperature in (100, 200, 300, 400):
    ideal = (1 + occupation(PHONON, temperature)) ** P
    print(f"  {temperature} K: {ideal:.4f}, {rise(weak, temperature):.4f}")
print("level m, overlap gain, population at 300 K, share of rate (S -> 0):")
for m in range(5):
    print(f"  {m}: {comb(m + P, P)}, {(1 - q) * q ** m:.5f}, {shares[m]:.4f}")
print(f"population of all excited levels: {q:.4f}")
print(f"rate share of all excited levels: {1 - shares[0]:.4f}")
print(f"linear-coordinate coupling, S = 0.05, rise: {linear_rise:.4f}")
print("integrated rise 0 to 300 K at stronger coupling:")
for S in (1.0, 5.0, 10.0, 20.0):
    print(f"  S = {S:.0f}: {rise(overlaps(S), T_ROOM):.4f}")
print(f"rate ratio, 9 to 10 phonons, S = 0.1, 300 K: {order_ratio:.2f}")
print(f"mean carrier kinetic energy at 300 K: {1.5 * kT:.2f} meV")
print(f"log-slope of rate per phonon: {slope:.3f}")
print(f"thermal-carrier factor (rough): {carrier_factor:.3f}")
print(f"rise with thermal carriers (rough): "
      f"{rise(weak, T_ROOM) * carrier_factor:.3f}")
print(f"assumed decrease of trap depth: {DEPTH_SHIFT:.0f} meV")
print(f"factor from smaller trap depth (rough): {depth_factor:.2f}")
print(f"stiff mode: {STIFF:.0f} meV, coupling S: {S_STIFF}")
print(f"stiff mode, Bose occupation at 300 K: {n_stiff:.5f}")
print(f"rate gain at 0 K from stiff mode: {two_gain:.3g}")
print(f"rise 0 to 300 K with stiff mode: {two_rise:.4f}")
print("every check passed")
```

Running it gives:

```
phonon energy: 60 meV; phonons emitted: 10
trap depth: 600 meV
temperature: 300 K; kT: 25.852 meV
phonon energy / kT: 2.3209
Boltzmann factor q: 0.09818
Bose occupation n: 0.10887
rise 0 to 300 K, limit S -> 0: 2.8108
example coupling S: 0.1
first correction 2nS: 0.02177
temperature (K), rise for S -> 0, integrated rise for S = 0.1:
  100 K: 1.0095, 1.0093
  200 K: 1.3668, 1.3582
  300 K: 2.8108, 2.7505
  400 K: 6.8798, 6.5948
level m, overlap gain, population at 300 K, share of rate (S -> 0):
  0: 1, 0.90182, 0.3208
  1: 11, 0.08854, 0.3465
  2: 66, 0.00869, 0.2041
  3: 286, 0.00085, 0.0869
  4: 1001, 0.00008, 0.0298
population of all excited levels: 0.0982
rate share of all excited levels: 0.6792
linear-coordinate coupling, S = 0.05, rise: 2.7804
integrated rise 0 to 300 K at stronger coupling:
  S = 1: 2.2857
  S = 5: 1.2412
  S = 10: 0.9123
  S = 20: 1.6436
rate ratio, 9 to 10 phonons, S = 0.1, 300 K: 90.18
mean carrier kinetic energy at 300 K: 38.78 meV
log-slope of rate per phonon: 4.551
thermal-carrier factor (rough): 0.196
rise with thermal carriers (rough): 0.538
assumed decrease of trap depth: 20 meV
factor from smaller trap depth (rough): 4.53
stiff mode: 120 meV, coupling S: 0.01
stiff mode, Bose occupation at 300 K: 0.00973
rate gain at 0 K from stiff mode: 1.32e+05
rise 0 to 300 K with stiff mode: 1.2639
every check passed
```
